# The unrelaxed silicon dangling-bond level in the bond-orbital model, part 2

The problem is the energy level of a silicon atom, the *dangling atom*, that lacks one of its four neighbours. $H$ is a one-electron Hamiltonian, and energies are in eV. Each atom has real orbitals $s,p_x,p_y,p_z$ with energies $E_s<E_p$; orbitals on different atoms are orthogonal. The orbital $p_{\mathbf n}$ points along the unit vector $\mathbf n$. Neighbours lie along $\mathbf n_0,\dots,\mathbf n_3$, with $\mathbf n_i\cdot\mathbf n_j=-1/3$ for $i\ne j$; the one along $\mathbf n_0$ is missing. "Unrelaxed" means that the three remaining (back) bonds keep their directions. Hybrids at saturated bonds are removed.

The hybrids are

$$h_j=\tfrac12\left(s+\sqrt3\,p_{\mathbf n_j}\right).$$

Here $h_0$ is the dangling hybrid, and $h_j'$ is the bond partner of the back hybrid $h_j$, $j=1,2,3$. Two hybrids on one atom couple by $V_1=(E_s-E_p)/4=-v$, the two of a bond by $V_2=-w$, with $v,w>0$.

For a bond from $A$ to $B$ along $\mathbf n$,

$$V_{ss}=\langle s_A|H|s_B\rangle,\quad V_{sp}=\langle s_A|H|p_{\mathbf n,B}\rangle,\quad V_{pp}=\langle p_{\mathbf n,A}|H|p_{\mathbf n,B}\rangle ,$$

$$\langle p_{\mathbf n,A}|H|s_B\rangle=-V_{sp}.$$

Parallel $p$ orbitals perpendicular to the bond couple by $V_\pi$.

**Theorem.** In the strict model, which keeps only the hybrid energies $E_h$ and $V_2$, the dangling level is

$$E_{\rm db}=E_h=\frac{E_s+3E_p}{4}.$$

**Proposition 1.** *If $V_1$ is restored as a perturbation, the second-order shift of the dangling level is zero.* Bonding and antibonding states contribute $\pm0.720$ eV in the example.

**Lemma 4.** With $V_1$ and $V_2$ kept, $z=E-E_h$ obeys

$$z=\Sigma(z),\qquad \Sigma(z)=c^{T}(z-V_2X-M)^{-1}c .$$

$X$ exchanges the two hybrids of every bond ($X^2=1$), $M$ holds the couplings $V_1$ among bonded hybrids of each atom, and $c$ those of $h_0$ to its back hybrids. For $3v<w$,

$$\Sigma(0)=\sum_{L\ge1}(-1)^L N_L\,\frac{V_1^{L+1}}{V_2^{L}},$$

where $N_L$ counts walks over $L$ bonds that start and end at the dangling atom and never go back at once over the bond just crossed.

**Example.** $E_s=-4.00$, $E_p=2.00$, $V_{ss}=-2.00$, $V_{sp}=2.50$, $V_{pp}=2.70$, $V_\pi=-0.70$; hence $E_h=0.500$, $V_1=-1.500$, $V_2=-4.690$ eV.

The proof below is that of **Proposition 3**: *Let one site deep inside a finite diamond crystal with saturated edges be empty, and let three of its four neighbours be saturated, so that the fourth is the dangling atom. Then $N_L=0$ for $L<6$ and $N_6=12$. For $3v<w$ there is a level below $E_h$, and the leading term of its shift for weak $V_1$ is*

$$E-E_h\simeq\frac{12\,V_1^7}{V_2^6}<0 .$$

**Proof.** The lattice has two kinds of site. Bonds run from one kind to the other along the vectors $+\mathbf d_i$, $i=0,\dots,3$, and back along $-\mathbf d_i$. A closed walk thus has an even number of steps, of alternating sign:

$$-\mathbf d_{i_1}+\mathbf d_{i_2}-\mathbf d_{i_3}+\dots+\mathbf d_{i_L}=0 .$$

The four vectors span space and obey the single linear relation $\mathbf d_0+\mathbf d_1+\mathbf d_2+\mathbf d_3=0$. A vanishing combination must therefore have four equal coefficients. Here the coefficients add up to zero, because there are as many plus as minus signs, so each of them is zero. The labels at odd places are then the same as those at even places, up to order. Not turning back means that consecutive labels differ.

- $L=2$: closure needs $i_1=i_2$, which is forbidden.
- $L=4$: $i_2$ must occur among $i_1,i_3$, but it differs from both.
- $L=6$, with $i_1,i_3,i_5$ all different, say $i,j,k$: the even labels are $i,j,k$ in some order. Since $i_2$ differs from $i$ and $j$, it is $k$. Since $i_4$ differs from $j$ and $k$, it is $i$. Then $i_6=j$, which differs from $i_5=k$ as required. The walk is $i,k,j,i,k,j$.
- $L=6$, with a repeated odd label: let the odd labels be $i,i,j$ in some order. The even labels must then contain $i$ twice. The label $i_2$ touches places 1 and 3, $i_4$ touches 3 and 5, and $i_6$ touches 5. Wherever the two $i$ stand among the odd places, at least two of the three even places touch one of them and cannot be $i$. Three equal odd labels fail for the same reason.

The first and last bonds, $i$ and $j$, must be two different back bonds of the dangling atom: $3\times2=6$ choices. The label $k$ may be either of the two remaining ones, which gives 12 walks.

None of them meets the empty site, which lies at $-\mathbf d_m$ from the dangling atom, where $m$ is the missing bond. The sites of that kind on the walk are $-\mathbf d_i$, $-\mathbf d_i+\mathbf d_k-\mathbf d_j$ and $-\mathbf d_j$. The first and last differ from $-\mathbf d_m$. The middle one would need $\mathbf d_k+\mathbf d_m=\mathbf d_i+\mathbf d_j$, which the single linear relation excludes. Hence $N_6=12$.

All $L$ are even, so $(-1)^L=1$, and $V_1^{L+1}<0$ because $L+1$ is odd. Every term of $\Sigma(0)$ is negative or zero, and $\Sigma(0)<0$. The crystal is finite, however large, so the poles of $\Sigma(z)$ are isolated. Between them $\Sigma(z)$ decreases, since its derivative is $-c^T(z-V_2X-M)^{-2}c\leq0$. So $z-\Sigma(z)$ increases between poles. It is positive at $z=0$, and it tends to $-\infty$ when $z$ falls to the next pole below, or to $-\infty$ if there is none. It has a zero in between: a level below $E_h$. For weak $V_1$, the difference between $\Sigma(z)$ and $\Sigma(0)$ and the longer walks are of higher order than the six-ring term. ∎

For a cluster of 280 atoms with $V_1/V_2=0.03$, solving the linear equations for $\Sigma(0)$ gives 1.0045 times the six-ring term. In the worked example the six-ring term is

$$\frac{12(-1.500)^7}{(4.690)^6}=-0.019\ \text{eV},$$

while diagonalization gives $-0.033$ eV for 280 atoms and $-0.035$ eV for 524 atoms; the value still drifts with size and tends to about $-0.037$ eV in the infinite crystal. The leading term is thus too small by nearly half. Two corrections of opposite sense lie behind this. With $3v/w=0.96$ the series converges slowly: walks of 8 and 10 bonds add $-0.010$ and $-0.007$ eV, and $\Sigma(0)$ reaches about $-0.058$ eV, three times the six-ring term. The level itself obeys $z\simeq\Sigma(0)/[1-\Sigma'(0)]$, so this value is reduced by roughly the weight on $h_0$, about 0.64. The shift is still small compared with the second-order parts of $\pm0.720$ eV that cancel.

### Proposition 4 (when the level lies in the gap)

*In the perfect crystal with $V_1$ and $V_2$ alone and $w>2v$, the valence top is at $E_h+v-w$ and the conduction bottom at $E_h+w-3v$. The energy $E_h$ lies between them if and only if $w>3v$.*

**Proof.** On each atom the normalized sum of the four hybrids, $\frac12\sum_jh_j$, is the $s$ orbital, because $\sum_j\mathbf n_j=0$. Let $P$ project on all $s$ orbitals. On one atom the matrix whose sixteen elements are all 1 is $4P$. The coupling $V_1$ lacks the diagonal, so

$$H-E_h=V_1(4P-1)+V_2X .$$

Let $\varphi$ be a combination of $s$ orbitals with $PX\varphi=\lambda\varphi$. The matrix element of $X$ between neighbouring $s$ orbitals is $\frac12\cdot\frac12=\frac14$, and each atom has four neighbours, so $-1\le\lambda\le1$. Both ends are reached: $+1$ when all amplitudes are equal, $-1$ when they change sign between the two kinds of site. With $K=H-E_h+V_1=4V_1P+V_2X$ and $X^2=1$,

$$K\varphi=4V_1\varphi+V_2X\varphi,\qquad KX\varphi=(4V_1\lambda+V_2)\varphi .$$

An eigenvalue $\kappa$ of $K$ in the space of $\varphi$ and $X\varphi$ obeys

$$\kappa^2-4V_1\kappa-V_2(4V_1\lambda+V_2)=0,$$

$$\kappa=2V_1\pm\sqrt{4V_1^2+V_2^2+4V_1V_2\lambda}.$$

Since $z=\kappa-V_1$ and $V_1V_2=vw$,

$$z=-v\pm\sqrt{4v^2+w^2+4vw\lambda}.$$

The root runs from $w-2v$ to $w+2v$. The upper branch starts at $w-3v$, and the lower branch ends at $-v-(w-2v)=v-w$. At $\lambda=-1$ the two vectors coincide up to sign, $X\varphi=-\varphi$, and leave one state with $\kappa=4V_1-V_2=w-4v$. This is $z=w-3v$, so the lower edge of the upper branch is reached.

States orthogonal to all $\varphi$ and $X\varphi$ have $P=0$ and $X=\pm1$. There $z=-V_1\pm V_2$, which is $v-w$ or $v+w$. They are pure $p$ states.

For $v=0$ half of all states lie at $-w$ and half at $+w$. As $v$ grows, the gap between $v-w$ and $w-3v$ has the width $2w-4v$ and stays open while $w>2v$, so the filled half remains below it. Finally, $v-w<0$ holds whenever $w>2v$, and $0<w-3v$ is the condition stated. ∎

In the example the edges are $0.500+1.500-4.690=-2.690$ eV and $0.500+4.690-4.500=0.690$ eV. The hybrid energy is in the gap of this reduced model, but only 0.19 eV below its conduction edge. For $2v<w<3v$ it would lie in the conduction band, where a level can mix with band states of the same energy. The theorem itself does not see this limit, because the strict model has no $V_1$ and its bands have no width.

### Proposition 5 (the other nearest-neighbour couplings)

The hybrid $h_0$ also couples directly to orbitals of the three neighbouring atoms. In the example this matters more than the rings.

*With all nearest-neighbour $s$ and $p$ couplings treated as a perturbation on the strict model, the second-order shift of the dangling level is*

$$\Delta^{(2)}=\frac{6V_1u}{w},\qquad u=\tfrac14\left(V_{ss}-\frac{2}{\sqrt3}V_{sp}+V_{pp}\right),$$

*where $u$ is the coupling of $h_0$ to the hybrid with which a neighbour faces the dangling atom.*

**Proof.** Let the neighbour lie along $\mathbf n$, with $\mathbf n_0\cdot\mathbf n=-1/3$. Its facing hybrid is $\frac12(s-\sqrt3p_{\mathbf n})$. In $h_0=\frac12(s+\sqrt3p_{\mathbf n_0})$, the part of $p_{\mathbf n_0}$ along the bond is $-\frac13p_{\mathbf n}$. The part perpendicular to the bond does not couple to the facing hybrid, which is symmetric about the bond axis; for this reason $V_\pi$ is absent. The products are

- $s$ with $s$: $V_{ss}$;
- $s$ with $-\sqrt3p_{\mathbf n}$: $-\sqrt3V_{sp}$;
- $-\frac{\sqrt3}3p_{\mathbf n}$ with $s$: $-\frac{\sqrt3}3(-V_{sp})=+\frac1{\sqrt3}V_{sp}$;
- $-\frac{\sqrt3}3p_{\mathbf n}$ with $-\sqrt3p_{\mathbf n}$: $+V_{pp}$.

Since $-\sqrt3+1/\sqrt3=-2/\sqrt3$, a quarter of the sum is $u$.

The bond states $b^\pm=(h_j\pm h_j')/\sqrt2$ now couple to $h_0$ by $(V_1\pm u)/\sqrt2$. The bonding state, with the upper sign, lies $w$ below $E_h$, and the antibonding state $w$ above. Each back bond contributes

$$\frac{(V_1+u)^2}{2w}-\frac{(V_1-u)^2}{2w}=\frac{4V_1u}{2w}=\frac{2V_1u}{w}.$$

The bonds from the neighbours to atoms further out touch $h_0$ at one end only. They couple equally strongly to $h_0$ through their bonding and antibonding states, and their contributions cancel as in Proposition 1. Three back bonds give the result. ∎

The cancellation of Proposition 1 needed $h_0$ to touch a bond at one end. With both ends touched, bonding and antibonding states couple with different strength. In the example

$$u=\tfrac14\left(-2.00-\frac{2(2.50)}{\sqrt3}+2.70\right)=-0.55\ \text{eV},$$

$$\Delta^{(2)}=\frac{6(1.500)(0.55)}{4.690}\approx+1.05\ \text{eV}.$$

Diagonalization with all these couplings puts the state of largest weight on $h_0$ at $+0.773$ eV from $E_h$ for 280 atoms and at $+0.777$ eV for 524 atoms; in the infinite crystal it rises by a further 0.002 eV or so. Second order thus gives the right sign and is about a third too large relative to the diagonalization. In the larger cluster 908 states lie below this one, as many as there are bonds, so in the neutral cluster it is the singly occupied level.

One property of $E_h$ survives every coupling that leaves the diagonal element of $h_0$ alone. If $\psi_k$ are the eigenstates with energies $E_k$, completeness gives

$$\sum_k|\langle h_0|\psi_k\rangle|^2E_k=\langle h_0|H|h_0\rangle=E_h .$$

The hybrid energy remains the mean energy of the dangling hybrid, even when no level lies there. In the larger cluster the main state has the weight 0.765, and the other 0.235 lies on average $0.765\times0.777/0.235\approx2.5$ eV below $E_h$.

### Proposition 6 (relaxation)

*Let the three back bonds make equal angles $\varphi$ with each other, $90^\circ\le\varphi\le120^\circ$, and let the back hybrids follow the bonds. The dangling hybrid then has the $s$ weight and energy*

$$f=\frac{1+2\cos\varphi}{1-\cos\varphi},\qquad E=E_p+f(E_s-E_p).$$

**Proof.** Let each back hybrid have the $s$ weight $\sigma$. Orthogonality requires $\sigma+(1-\sigma)\cos\varphi=0$, so $\sigma=-\cos\varphi/(1-\cos\varphi)$. The four orthonormal hybrids of the atom contain one $s$ orbital in all, so

$$f=1-3\sigma=\frac{1-\cos\varphi+3\cos\varphi}{1-\cos\varphi}=\frac{1+2\cos\varphi}{1-\cos\varphi}.$$

The energy is the mean of $E_s$ and $E_p$ with weights $f$ and $1-f$. ∎

At the tetrahedral angle, $\cos\varphi=-1/3$ gives $f=(1/3)/(4/3)=1/4$, the theorem. A planar atom, $\varphi=120^\circ$, has $f=0$ and a pure $p$ level at $E_p$. At $90^\circ$ the dangling orbital is pure $s$. Opening the angle from 109.47° to 112.0°, with $E_s$ and $E_p$ held fixed, lowers $f$ from 0.250 to 0.182 and raises the hybrid energy from 0.500 to 0.905 eV. A change of 2.5° moves the hybrid energy by 0.4 eV, which is why the word "unrelaxed" belongs in the statement. In the strict model this is also the shift of the level. With the other couplings present the level need not move by the same amount, because the coupling of the dangling hybrid to the back bonds changes with the angle too.

### The oxidized silicon surface

When silicon is oxidized, some silicon atoms at the interface keep three silicon neighbours and one unpaired hybrid. These are the $P_b$ centres, which trap charge in metal-oxide-silicon devices. The model describes the silicon side of such an atom and leaves the oxide out. Its bond length of 0.235 nm is that of silicon, roughly. With all nearest-neighbour couplings the valence top is at 0.267 eV and the conduction bottom, on a grid of wavevectors, at 3.733 eV. This gap of about 3.5 eV is far from the real one of roughly 1.1 eV, so the model gives no reliable distance from the level to either band edge: conduction states that lie too high push the level down too weakly. The hybrid energy lies 0.233 eV above the valence top. The level found by diagonalization lies $0.233+0.777\approx1.0$ eV above it. A silicon model of the same kind with one extra excited $s$ orbital per atom, whose gap is about 1.2 eV, puts the same unrelaxed level near 0.5 eV above the valence top. For the real centre, charge changes at roughly 0.3 and 0.8 eV above the valence edge. The closeness of 0.233 eV to the first of these is no confirmation, since the corrections are larger than the number itself.

Real interfaces also break the assumption of one-electron levels in a fixed geometry. A second electron on the same atom is repelled by the first. For a charge at a plane boundary, the field is radial and its flux is shared by two half-spaces, so the mean permittivity applies: $(11.7+3.9)/2=7.8$ with rough values for silicon and oxide. At a distance of one bond length the repulsion is

$$\frac{e^2}{4\pi\varepsilon_0(7.8)(0.235\ \text{nm})}\approx0.8\ \text{eV}.$$

Macroscopic screening is doubtful at this distance, so this is an order of magnitude. It suggests that the levels for adding and for removing an electron can differ by a large part of the gap. Relaxation, which may differ between charge states, adds further shifts. For the hybrid energy they amount to some tenths of an eV for a few degrees; the level itself moves less, by about 0.16 eV for the opening to 112° when all nearest-neighbour couplings of the example are kept.

The energies that belong to a moderate field and to room temperature are smaller. An oxide field of 1 MV/cm corresponds, without interface charge, to $1\times3.9/11.7=0.33$ MV/cm in the silicon, or 0.008 eV over one bond length. The thermal energy at 300 K is 0.026 eV.

The value $(E_s+3E_p)/4$ is thus the level of the strict bond-orbital model and the mean energy of the unrelaxed hybrid. With the present parameters $V_1$ and the other nearest-neighbour couplings together move the level by about 0.8 eV. The size of this shift depends on the model: with a gap near the real one it is about 0.3 eV. Either way it is not small against the gap of silicon, so this value does not by itself locate a trap level in silicon. The remaining figures are in the numerical output.

## Numbers as computed

```
E_s, E_p (chosen): -4.00, 2.00 eV
V_ss, V_sp (chosen): -2.00, 2.50 eV
V_pp, V_pi (chosen): 2.70, -0.70 eV
bond length (rough): 0.235 nm
hybrid energy E_h: 0.500 eV = 0.01837 hartree
strict-model dangling level: 0.500 eV
V1, V2: -1.500, -4.690 eV
|V2|/|V1|: 3.127
strict bonding, antibonding: -4.190, 5.190 eV
second-order push up, down: 0.720, -0.720 eV
tree: shells 5, atoms 364
tree level minus E_h: 6.2e-17 eV
tree dangling weight: 0.6937
infinite-tree weight: 0.6931
directed six-ring walks: 12
ring test at V1/V2 = 0.03: numeric/leading 1.0045
leading ring term, example: -0.0193 eV
V1-V2 crystal valence top: -2.690 eV
V1-V2 crystal conduction bottom: 0.690 eV
full sp3 valence top: 0.267 eV
full sp3 conduction bottom (grid): 3.733 eV
E_h above full sp3 valence top: 0.233 eV
cluster: 280 atoms, 472 bonds
  V1-V2 level minus E_h: -0.0325 eV, weight 0.655
  full sp3 main state minus E_h: 0.7730 eV, weight 0.769
  full sp3 states below main state: 472
cluster: 524 atoms, 908 bonds
  V1-V2 level minus E_h: -0.0348 eV, weight 0.648
  full sp3 main state minus E_h: 0.7767 eV, weight 0.765
  full sp3 states below main state: 908
tetrahedral angle: 109.47 deg
relaxed angle (chosen): 112.0 deg
relaxed dangling s weight: 0.1824
relaxed hybrid energy: 0.905 eV
relaxation shift: 0.405 eV
permittivities Si, oxide (rough): 11.7, 3.9
mean relative permittivity: 7.80
screened repulsion at one bond length: 0.79 eV
oxide field (chosen): 1.00 MV/cm
silicon surface field: 0.333 MV/cm
field energy over one bond: 0.0078 eV
thermal energy at 300 K: 0.0259 eV
```
